# Thomas-Hopfield survival of a neutral donor among excess acceptors, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the pair rate to the survival law

### 1. What a single lifetime gets wrong

A semiconductor contains a few donors and many acceptors. A short light pulse leaves every donor with its electron and every acceptor with its hole. The electrons then recombine with the holes, each pair emitting a photon, and we ask what fraction $S(t)$ of the donors is still neutral at time $t$.

A tempting answer is to add up the recombination rates to all acceptors, average the sum over the sample, and use the result as the rate of a simple exponential. For the example worked below this average rate is $2.495\times10^{6}\ \mathrm{s^{-1}}$. After $0.5813\ \mu\mathrm{s}$ the exponential gives

$$
\exp(-2.495\times0.5813)=\exp(-1.450)=0.23 ,
$$

whereas the correct average for the same model is $0.50$. After ten times as long the exponential gives $\exp(-14.5)\approx5\times10^{-7}$, and the correct value is $0.10$. The ratio of the correct value to the exponential grows without limit, because the average rate comes largely from donors that happen to have a close acceptor. Those donors are soon gone, and they say little about the ones that remain.

Fitting a lifetime to the data does not cure this. The fitted value depends on the time window, because the surviving donors are increasingly those with distant acceptors. What is needed is the average of the survival probability itself.

### 2. The model

Let $r$ be the distance between a donor and an acceptor. The recombination rate of the pair is taken as

$$
W(r)=W_0\,e^{-2r/a}. \tag{1}
$$

The form comes from the overlap of the two bound states. In Gaussian units, an electron of effective mass $m^*$ bound to a donor in a medium of dielectric constant $\varepsilon$ has potential energy $-e^2/(\varepsilon r)$. Insert $\psi=e^{-r/a}$ into the Schrödinger equation. Since

$$
\nabla^2\psi=\psi''+\frac{2}{r}\psi'=\left(\frac{1}{a^2}-\frac{2}{ar}\right)\psi ,
$$

we need

$$
-\frac{\hbar^2}{2m^*}\left(\frac1{a^2}-\frac{2}{ar}\right)-\frac{e^2}{\varepsilon r}=E
$$

at every $r$. The terms in $1/r$ must cancel, and the constants give the energy:

$$
a=\frac{\varepsilon\hbar^2}{m^*e^2},\qquad
E=-\frac{\hbar^2}{2m^*a^2}=-\frac{e^2}{2\varepsilon a}. \tag{2}
$$

If the hole is bound much more tightly than the electron, the overlap integral samples the donor function near the acceptor and is proportional to $e^{-r/a}$. The rate is proportional to its square, hence the factor 2 in (1). The constant $W_0$ is the prefactor of this exponential tail. It need not equal the true rate of a pair at zero distance, where (1) is least reliable.

The other assumptions are these.

- The acceptors are placed independently and uniformly, with number density $n$, and do not move.
- At $t=0$ all donors and acceptors are neutral.
- Donors are so few that a given donor does not notice acceptors used up by other donors. This is the meaning of "excess acceptors".
- The rates to different acceptors are independent and add.
- An electron leaves its donor by recombination alone: there is no thermal release, no hopping to another donor, and no recapture.

### 3. One donor with known neighbours

Suppose the acceptors lie at distances $r_1,\dots,r_N$ from the donor. Let $p(t)$ be the probability that the donor is still neutral. In a short time $dt$ a neutral donor recombines with probability $\sum_jW(r_j)\,dt$, so

$$
\frac{dp}{dt}=-p\sum_{j=1}^{N}W(r_j),\qquad p(0)=1 .
$$

The distances are fixed, so the sum is a constant and

$$
p(t)=\exp\left[-t\sum_jW(r_j)\right]=\prod_{j=1}^{N}e^{-W(r_j)t}. \tag{3}
$$

Each individual donor therefore does decay exponentially. The departure from an exponential arises on averaging over donors with different surroundings.

### 4. The average over positions

Put the $N$ acceptors in a large volume $V$ around the donor. Each position is uniform in $V$ and independent of the others, so the average of the product (3) is the product of the averages. All factors have the same average:

$$
\frac1V\int_V e^{-W(r)t}\,d^3r
=1-\frac1V\int_V\left(1-e^{-W(r)t}\right)d^3r .
$$

Define the volume

$$
v(t)=\int\left(1-e^{-W(r)t}\right)d^3r , \tag{4}
$$

taken over all space. It is finite: because $1-e^{-u}\le u$ for $u\ge0$, it is at most $t\int W\,d^3r$, and $W$ falls exponentially. For large $V$ the integral over $V$ tends to $v$. With $N=nV$, the averaged survival probability is

$$
\left(1-\frac{v}{V}\right)^N=\left(1-\frac{nv}{N}\right)^N .
$$

Its logarithm is $N\ln(1-nv/N)=-nv-(nv)^2/(2N)-\dots$, which tends to $-nv$ when $N\to\infty$ at fixed $n$. Thus

$$
S(t)=e^{-nv(t)}=\exp\left[-n\int\left(1-e^{-W(r)t}\right)d^3r\right]. \tag{5}
$$

This is the Thomas-Hopfield survival probability for a general pair rate.

Equation (5) has a direct reading. Give each acceptor a clock that rings at a random time with rate $W(r)$. The probability that it has rung by time $t$ is $1-e^{-Wt}$, so $nv(t)$ is the mean number of clocks that have rung. The donor survives if none has. For independent, randomly placed acceptors the number of rung clocks follows a Poisson distribution, whose probability of zero is $e^{-nv}$.

The inequality $1-e^{-u}\le u$ also shows which way the average-rate answer of section 1 errs. It gives $nv\le nt\int W\,d^3r$, and therefore

$$
S(t)\ge\exp\left[-nt\int W\,d^3r\right].
$$

A close acceptor can contribute a large rate to the average, but it can remove its donor once at most.

### 5. Reduction to one variable

Now use the exponential rate (1). Let $x=2r/a$, so that $r=ax/2$, and let $\tau=W_0t$. The volume element becomes

$$
4\pi r^2dr=4\pi\left(\frac a2\right)^3x^2dx=\frac{\pi a^3}{2}\,x^2dx .
$$

Therefore

$$
S(t)=e^{-\eta g(\tau)},\qquad \eta=\frac{\pi na^3}{2}, \tag{6}
$$

$$
g(\tau)=\int_0^\infty x^2\left[1-\exp(-\tau e^{-x})\right]dx . \tag{7}
$$

The material enters through two quantities. The rate $W_0$ sets the unit of time, and $\eta$ measures how crowded the acceptors are. The mean number of acceptors inside a sphere of radius $a$ is $4\pi na^3/3=8\eta/3$.

### 6. Short times

Expand the exponential in (7):

$$
1-\exp(-\tau e^{-x})=\sum_{k=1}^{\infty}\frac{(-1)^{k+1}\tau^k}{k!}\,e^{-kx}.
$$

The sum of the absolute values, multiplied by $x^2$, has a finite integral, so we may integrate term by term. With $\int_0^\infty x^2e^{-kx}dx=2/k^3$,

$$
g(\tau)=2\sum_{k=1}^{\infty}\frac{(-1)^{k+1}\tau^k}{k!\,k^3}
=2\tau-\frac{\tau^2}{8}+\frac{\tau^3}{81}-\dots \tag{8}
$$

The first term gives $S\approx e^{-2\eta W_0t}$, with initial rate

$$
2\eta W_0=\pi na^3W_0=n\int W\,d^3r . \tag{9}
$$

The average rate is therefore correct at the start. The second term of (8) is smaller than the first by the factor $\tau/16$, so the average-rate law needs $\tau\ll16$ for $g$ to be accurate. The series converges for every $\tau$, but at large $\tau$ its terms become large and nearly cancel, and another form is needed.

### 7. Late times: the cubic law

Integrate (7) by parts. With $F(x)=1-\exp(-\tau e^{-x})$ we have

$$
F'(x)=-\tau e^{-x}\exp(-\tau e^{-x}),
$$

and so

$$
g=\left[\frac{x^3}{3}F\right]_0^\infty-\frac13\int_0^\infty x^3F'\,dx
=\frac13\int_0^\infty x^3\,\tau e^{-x}\exp(-\tau e^{-x})\,dx .
$$

The boundary term vanishes at $x=0$ because of $x^3$, and at infinity because $F\le\tau e^{-x}$. Next put $u=\tau e^{-x}$. Then $x=\ln\tau-\ln u$ and $du=-u\,dx$, while $x$ running from 0 to $\infty$ makes $u$ run from $\tau$ down to 0. The minus sign reverses the limits:

$$
g(\tau)=\frac13\int_0^\tau(\ln\tau-\ln u)^3e^{-u}\,du . \tag{10}
$$

For large $\tau$ the factor $e^{-u}$ is tiny at the upper limit. Extend the integral to infinity and correct for the added piece:

$$
g=\frac13\int_0^\infty(\ln\tau-\ln u)^3e^{-u}du+\delta,\qquad
\delta=\frac13\int_\tau^\infty\ln^3\!\left(\frac u\tau\right)e^{-u}du .
$$

The sign of $\delta$ is positive because subtracting $(\ln\tau-\ln u)^3$ is the same as adding $\ln^3(u/\tau)$. To bound it, set $u=\tau(1+y)$ and use $\ln(1+y)<y$ for $y>0$:

$$
0<\delta<\frac{\tau e^{-\tau}}{3}\int_0^\infty y^3e^{-\tau y}dy
=\frac{\tau e^{-\tau}}{3}\,\frac{6}{\tau^4}=\frac{2e^{-\tau}}{\tau^3}. \tag{11}
$$

The remaining integral is an average. Treat $u$ as a random number with probability density $e^{-u}$, and let $G=-\ln u$. We need the average of $(\ln\tau+G)^3$. All moments of $G$ follow from

$$
\langle e^{sG}\rangle=\int_0^\infty u^{-s}e^{-u}du=\Gamma(1-s),\qquad s<1 .
$$

The product formula for the gamma function,

$$
\frac1{\Gamma(1-s)}=e^{-\gamma s}\prod_{m=1}^\infty\left(1-\frac sm\right)e^{s/m},
$$

where $\gamma=0.5772$ is Euler's constant, gives for $|s|<1$

$$
\ln\Gamma(1-s)=\gamma s-\sum_{m=1}^\infty\left[\ln\left(1-\frac sm\right)+\frac sm\right]
=\gamma s+\sum_{k=2}^\infty\frac{\zeta(k)}{k}s^k ,
$$

because $-\ln(1-z)-z=\sum_{k\ge2}z^k/k$ and $\zeta(k)=\sum_m m^{-k}$. On the other hand, with mean $\bar G$ and central moments $\mu_2,\mu_3$,

$$
\ln\langle e^{sG}\rangle=s\bar G+\ln\left(1+\frac{\mu_2s^2}{2}+\frac{\mu_3s^3}{6}+\dots\right)
=s\bar G+\frac{\mu_2s^2}{2}+\frac{\mu_3s^3}{6}+O(s^4).
$$

Comparing powers of $s$, and using $\zeta(2)=\pi^2/6$,

$$
\bar G=\gamma,\qquad \mu_2=\frac{\pi^2}{6},\qquad \mu_3=2\zeta(3)=2.404 .
$$

Let $M=\ln\tau+\gamma$, the mean of $\ln\tau+G$. Writing $\ln\tau+G=M+(G-\gamma)$ and cubing, the term linear in $G-\gamma$ averages to zero, and

$$
\langle(\ln\tau+G)^3\rangle=M^3+3M\mu_2+\mu_3 .
$$

The result is

$$
g(\tau)=\frac13\left[M^3+\frac{\pi^2}{2}M+2\zeta(3)\right]+\delta,
\qquad M=\ln(W_0t)+\gamma . \tag{12}
$$

The correction $\delta$ is exponentially small. At $\tau=3$ the bound (11) is already below $0.004$.

### 8. A capture sphere with a soft edge

The leading term of (12) gives

$$
\frac{\eta M^3}{3}=\frac{\pi na^3M^3}{6}=\frac{4\pi}{3}nR^3,\qquad
R(t)=\frac a2\left[\ln(W_0t)+\gamma\right]. \tag{13}
$$

This is the mean number of acceptors in a sphere of radius $R$. In this picture a donor survives if the sphere is empty. The radius grows only logarithmically: a tenfold increase of time adds $(a/2)\ln10=1.15\,a$.

The other terms of (12) come from the edge. The ringing probability $1-e^{-Wt}$ falls from near one to near zero over a range of distances. At late times its negative slope, as a function of $x$, is the distribution of $\ln\tau+G$. The edge is thus centred at $R$ and has standard deviation $(a/2)(\pi/\sqrt6)=0.64\,a$. Because volume grows as the cube of the radius, a soft edge encloses more than a sharp one with the same mean radius. This correction becomes relatively small when $M^2\gg\pi^2/2$, a condition that the example below meets only moderately well.

## Second half: emission, a worked case, and the limits of the law

### 9. Symbols and results carried over

The pair rate is $W(r)=W_0e^{-2r/a}$, with $a$ the donor Bohr radius and $n$ the acceptor density. With $\tau=W_0t$, $\eta=\pi na^3/2$ and $M=\ln\tau+\gamma$,

$$
S=e^{-\eta g(\tau)},\qquad
g=\frac13\left[M^3+\frac{\pi^2}{2}M+2\zeta(3)\right]+\delta,\qquad
0<\delta<\frac{2e^{-\tau}}{\tau^3}.
$$

The product $\eta g$ equals $nv(t)$, the mean number of acceptors whose clocks have rung. The capture radius is $R=aM/2$.

### 10. The emission and its changing rate

If every recombination emits one photon, the emission rate per donor initially present is $I=-dS/dt$. Differentiating $S=e^{-nv}$ gives

$$
I(t)=S(t)\,k(t),\qquad k(t)=n\int W e^{-Wt}\,d^3r . \tag{14}
$$

Here $k$ is the mean recombination rate of the donors that have survived. Since $dk/dt=-n\int W^2e^{-Wt}d^3r<0$, it falls steadily from its initial value $\pi na^3W_0$.

A convenient measure of the shape is the logarithmic slope

$$
m(t)=-\frac{d\ln S}{d\ln t}=t\,k(t)=\eta\,\frac{dg}{d\ln\tau}.
$$

As $dM/d\ln\tau=1$, differentiating the cubic gives $\tfrac13(3M^2+\pi^2/2)$. Apart from an exponentially small term from $\delta$,

$$
m=\eta\left(M^2+\frac{\pi^2}{6}\right). \tag{15}
$$

For a single exponential $m$ would grow in proportion to $t$. For a power law it would be constant. Here it grows as the square of a logarithm, so the decay is neither.

At very late times $\ln S\approx-\eta(\ln\tau)^3/3$. This falls below $-q\ln t$ for any fixed $q$, so $S$ eventually drops faster than any power of time. The mean lifetime is therefore finite. Integrating by parts, with $tS\to0$ at late times,

$$
\bar t=\int_0^\infty t\left(-\frac{dS}{dt}\right)dt=\int_0^\infty S\,dt . \tag{16}
$$

We have derived the survival law for donors among randomly placed excess acceptors, its short-time and late-time forms, and the emission rate and mean lifetime that follow from it. What remains is to work through a numerical case, compare the law with simulated random arrangements, and estimate the effects it leaves out.
